\section*{Comment on inferring a bar's magnetoresistance from the Lorentz force}

\section{The argument under review}

The argument runs as follows. A magnetic field bends the path of every moving carrier. A bent path between two contacts is longer than a straight one, so the carrier scatters more often on the way and the resistance rises. A Corbino disc, with one contact at its centre and the other around its rim, shows a rise by the factor $1+(\mu B)^2$. A long bar of the same material should therefore show the same rise.

The bending is real, but the conclusion does not follow. The argument includes the magnetic force and omits the electric field that the sample's boundaries may set up in response. I examine it on its own ground: a uniform, isotropic, classical conductor with one carrier type, a parabolic band, a constant relaxation time $\tau$ and a weak electric field.

\section{The balance of mean momentum}

Let $q$ be the signed carrier charge, $m$ the effective mass, $n$ the density and $\mathbf B=B\hat{\mathbf z}$. Define the signed mobility $\nu=q\tau/m$, negative for electrons, and $\mu=|\nu|$. Collisions leave zero mean velocity. Let $\mathbf v(s)$ be the mean velocity of carriers whose last collision was a time $s$ ago, so that $\mathbf v(0)=0$. These times are distributed as $e^{-s/\tau}/\tau$, and the drift velocity is
\[
\bar{\mathbf v}=\int_0^\infty \frac{e^{-s/\tau}}{\tau}\,\mathbf v(s)\,ds .
\]
Between collisions $m\,d\mathbf v/ds=q(\mathbf E+\mathbf v\times\mathbf B)$. Average both sides with the same weight. On the left, integration by parts gives
\[
\int_0^\infty \frac{e^{-s/\tau}}{\tau}\frac{d\mathbf v}{ds}\,ds
=\left[\frac{e^{-s/\tau}}{\tau}\mathbf v\right]_0^\infty
+\frac1\tau\int_0^\infty\frac{e^{-s/\tau}}{\tau}\mathbf v\,ds
=\frac{\bar{\mathbf v}}{\tau},
\]
because the bracket vanishes at both ends. Hence
\begin{equation}
\frac{m\bar{\mathbf v}}{\tau}=q(\mathbf E+\bar{\mathbf v}\times\mathbf B).
\label{balance}
\end{equation}

Insert $\bar{\mathbf v}=\mathbf J/(nq)$ and write $\rho_0=1/\sigma_0=m/(nq^2\tau)$, so that $1/(nq)=\rho_0\nu$. Since $\mathbf J\times\mathbf B=(J_yB,-J_xB,0)$,
\begin{equation}
E_x=\rho_0(J_x-\nu B J_y),\qquad
E_y=\rho_0(J_y+\nu B J_x).
\label{rho}
\end{equation}
The determinant of this system is $\rho_0^2(1+\nu^2B^2)$, and its inverse is
\begin{equation}
J_x=\sigma_0\frac{E_x+\nu B E_y}{1+\nu^2B^2},\qquad
J_y=\sigma_0\frac{E_y-\nu B E_x}{1+\nu^2B^2}.
\label{sigma}
\end{equation}
The diagonal resistivity is independent of $B$, while the diagonal conductivity is not. Which one a measurement sees depends on whether the sample fixes the direction of $\mathbf J$ or of $\mathbf E$.

\section{The long bar}

No current crosses the side edges of a bar, so far from the contacts $J_y=0$. Equation (\ref{rho}) then gives
\[
E_x=\rho_0J_x,\qquad E_y=\rho_0\nu BJ_x=\bar v_xB .
\]
The mean transverse force is $q(E_y-\bar v_xB)=0$. Surface charge, densest near the side edges, supplies the Hall field $E_y$, and the longitudinal resistivity keeps its zero-field value.

The cancellation concerns the mean force. Individual carriers, with their much larger thermal velocities, still move on curved paths. Their curvature does not raise the resistance here because (\ref{balance}) relates the mean momentum loss to the mean velocity alone.

Take a film with round model parameters: electrons with $\mu=0.6\ \mathrm{m^2/(V\,s)}$, $n=10^{22}\ \mathrm{m^{-3}}$, $m$ equal to 0.1 electron masses and thickness $d=2\ \mu\mathrm m$, at 300 K and 2 T. Then $\mu B=1.2$ and the sheet resistance $R_s=\rho_0/d$ is $520.1\ \Omega$. A current of 0.1 mA in a bar $100\ \mu\mathrm m$ wide needs
\[
E_x=\frac{R_sI}{W}=520\ \mathrm{V/m},\qquad
E_y=-1.2\,E_x=-624\ \mathrm{V/m}.
\]
The Hall voltage is $62.4$ mV in magnitude. The Hall field exceeds the driving field, yet $\rho_{xx}$ has not changed. The drift speed is 312 m/s, against an rms thermal speed of $3.7\times10^5$ m/s. The cyclotron energy, 2.3 meV, is well below $kT=25.9$ meV, which supports neglecting Landau quantization.

\section{The Corbino disc}

In the disc the contacts are circles of radii $a<b$. By rotational symmetry $E_\phi$ does not depend on angle. The static field has no circulation, so $2\pi rE_\phi=0$. There are no side edges on which Hall charge could collect. Equation (\ref{sigma}), which keeps its form in polar components because the medium is isotropic, gives
\[
J_r=\frac{\sigma_0E_r}{1+\nu^2B^2},\qquad
\frac{J_\phi}{J_r}=-\nu B .
\]
With $I=2\pi r d\,J_r$, the voltage is
\[
V=\int_a^bE_r\,dr
=\frac{\rho_0(1+\nu^2B^2)I}{2\pi d}\int_a^b\frac{dr}{r},
\]
and therefore
\begin{equation}
R(B)=\frac{R_s}{2\pi}\ln\frac ba\,\bigl[1+(\mu B)^2\bigr].
\label{corbino}
\end{equation}
For radii of 100 and $500\ \mu\mathrm m$ this is $133.2\ \Omega$ at zero field and $133.23\times2.44=325.1\ \Omega$ at 2 T. A numerical solution of current conservation on the ring, without assumed rotational symmetry, gives 133.2 and $325.0\ \Omega$, with ratio 2.440.

The energy balance shows where the extra resistance comes from. Since $\mathbf J\cdot(\mathbf J\times\mathbf B)=0$, the dissipation per volume is $\mathbf E\cdot\mathbf J=\rho_0J^2$ in both samples. In the disc a circulating current accompanies the radial one, so
\[
J^2=J_r^2+J_\phi^2=J_r^2(1+\nu^2B^2).
\]
At fixed total current the dissipation, and hence $R=P/I^2$, rises by that factor. In the bar the edges forbid the transverse mean current. The path-length picture thus has some content for the lines of mean current, which spiral in the disc and run straight in the middle of the bar. The spiral is longer than the radius only by $\sqrt{1+\nu^2B^2}$; the tube between two neighbouring lines is narrower by the same factor, and the two together give $1+\nu^2B^2$.

\section{Plates between the two limits}

A real bar has metal end contacts, which short out the Hall field near them. Let $R(L/W;B)$ be the two-terminal resistance of a plate of length $L$ and width $W$ with ideal contacts across its full ends. A rotation argument relates long plates to short ones.

Let $\mathcal R(a_x,a_y)=(-a_y,a_x)$, so $\mathcal R^2=-1$. Equation (\ref{rho}) reads $\mathbf E=\rho_0(\mathbf J+\nu B\mathcal R\mathbf J)$. Define $\mathbf E^*=\rho_0\mathcal R\mathbf J$ and $\mathbf J^*=\mathcal R\mathbf E/\rho_0$. The first is curl-free because $\mathbf J$ is divergence-free; the second is divergence-free because $\mathbf E$ is curl-free. Using $\mathbf J=-\mathcal R\mathbf E^*/\rho_0$,
\[
\mathbf J^*=\mathcal R\mathbf J-\nu B\mathbf J
=\sigma_0(\mathbf E^*+\nu B\mathcal R\mathbf E^*).
\]
By (\ref{sigma}), this is the law of the same material in field $-B$, with all conductivities multiplied by $1+\nu^2B^2$. The rotation also turns free edges into equipotentials and contacts into free edges. The new voltage and current have magnitudes $V^*=\rho_0I/d$ and $I^*=dV/\rho_0$. Hence
\[
\frac{R(W/L;-B)}{1+\nu^2B^2}=\frac{V^*}{I^*}=\frac{R_s^2}{R(L/W;B)} .
\]
Reflection in the plate's long axis reverses $B$ but leaves the plate and its two-terminal resistance unchanged. Thus
\begin{equation}
R(L/W;B)\,R(W/L;B)=R_s^2\,[1+(\mu B)^2].
\label{dual}
\end{equation}

For a square, $R=R_s\sqrt{1+(\mu B)^2}=1.562\,R_s$ here; the numerical field solution also gives 1.562.

For a long plate, $\mathbf J$ is both divergence-free and curl-free, since it is a constant rotation and scaling of $\mathbf E$. So $J_y$ obeys Laplace's equation and vanishes at both edges. Its slowest mode decays from a contact as $e^{-\pi x/W}$. The two ends therefore add a contribution independent of length once $L\gg W$:
\[
R\simeq R_s\left(\frac LW+c\right),\qquad
\frac{R(B)}{R(0)}\simeq1+c\,\frac WL .
\]
The computed $c$ is 0.596 for both $L/W=5$ and 10 at $\mu B=1.2$, giving ratios of 1.119 and 1.060. This residual two-terminal magnetoresistance belongs to the contacts. Two probes on one edge of the bar with $L/W=5$, placed symmetrically at $1.8W$ and $3.2W$, give a ratio of 1.000; for such a pair the leading corrections from the two ends cancel. An unsymmetric pair keeps a remainder of order $e^{-\pi x/W}$ that is odd in $B$ at leading order: about $\pm0.001$ for probes at $1.8W$ and $2.5W$, and about $\pm0.01$ for probes at $W$ and $2.5W$.

For a short wide plate, (\ref{dual}) gives
\[
\frac{R(B)}{R(0)}\simeq\frac{1+(\mu B)^2}{1+cL/W},
\]
which approaches the Corbino factor as $L/W\to0$. At $L/W=0.2$ it is $2.44/1.119=2.18$, in agreement with the computed value.

\section{When the bar itself has magnetoresistance}

The cancellation relies on one mobility. Suppose several groups of carriers, with conductivities $\sigma_i$ and signed mobilities $\nu_i$, each obey (\ref{balance}). Put $\beta_i=\nu_iB$, $w_i=\sigma_i/(1+\beta_i^2)$ and
\[
A=\sum_iw_i,\qquad S=\sum_iw_i\beta_i,\qquad Q=\sum_iw_i\beta_i^2 .
\]
Adding currents gives $J_x=AE_x+SE_y$ and $J_y=AE_y-SE_x$. Setting the total $J_y$ to zero gives $E_y=SE_x/A$, so $\rho_{xx}=A/(A^2+S^2)$. At zero field $\rho_{xx}=1/\sum_i\sigma_i=1/(A+Q)$. The relative increase is therefore
\begin{equation}
\frac{\rho_{xx}(B)}{\rho_{xx}(0)}-1
=\frac{A(A+Q)}{A^2+S^2}-1=\frac{AQ-S^2}{A^2+S^2}\ge0,
\label{groups}
\end{equation}
by the Cauchy--Schwarz inequality. For $B\ne0$, equality holds only if all $\nu_i$ agree. Otherwise one Hall field cannot cancel the mean transverse force on every group; the groups carry opposing transverse currents that dissipate energy.

For two groups, $AQ-S^2=w_1w_2(\beta_1-\beta_2)^2$. Also $A+iS=\sum_i\sigma_i/(1-i\beta_i)$, whose squared modulus is
\[
A^2+S^2=\frac{(\sigma_1+\sigma_2)^2+(\sigma_1\beta_2+\sigma_2\beta_1)^2}
{(1+\beta_1^2)(1+\beta_2^2)} .
\]
The factors $1+\beta_i^2$ cancel in (\ref{groups}), leaving
\[
\frac{\Delta\rho_{xx}}{\rho_{xx}(0)}=
\frac{\sigma_1\sigma_2(\beta_1-\beta_2)^2}
{(\sigma_1+\sigma_2)^2+(\sigma_1\beta_2+\sigma_2\beta_1)^2}.
\]
Add to the film holes of half the electron density and mobility $0.1\ \mathrm{m^2/(V\,s)}$. Then $\sigma_2/\sigma_1=1/12$, $\beta_1=-1.2$ and $\beta_2=0.2$. The increase is $0.1633/(1.1736+0.0100)=0.138$.

A single carrier type can also form such groups if $\tau$ depends on energy $\varepsilon$. Let $f_0$ be the equilibrium distribution and $f_0'=df_0/d\varepsilon$. The linear Boltzmann equation in the relaxation-time approximation is
\[
q\mathbf E\cdot\mathbf v f_0'+\frac qm(\mathbf v\times\mathbf B)\cdot\nabla_{\mathbf v}f_1+\frac{f_1}{\tau(\varepsilon)}=0 .
\]
Try $f_1=-f_0'm\mathbf v\cdot\mathbf u(\varepsilon)$. Derivatives of the energy-dependent factors point along $\mathbf v$ and drop out against $\mathbf v\times\mathbf B$. The magnetic term becomes $-f_0'q(\mathbf v\times\mathbf B)\cdot\mathbf u=f_0'q\mathbf v\cdot(\mathbf u\times\mathbf B)$, and the equation holds if
\[
\frac{m\mathbf u}{\tau(\varepsilon)}=q(\mathbf E+\mathbf u\times\mathbf B).
\]
Each energy shell is thus a group with mobility $q\tau(\varepsilon)/m$. In a nondegenerate three-dimensional gas, with $x=\varepsilon/kT$, the density of states gives $x^{1/2}$, the factor $v^2$ in the current gives $x$, and $-f_0'$ gives $e^{-x}$. Averages $\langle\cdots\rangle$ therefore carry the normalized weight $x^{3/2}e^{-x}/\Gamma(5/2)$.

At high field $A\propto\langle1/\tau\rangle/B^2$ and $S\propto1/B$, with $A+Q\propto\langle\tau\rangle$. The resistivity ratio tends to $A(A+Q)/S^2=\langle\tau\rangle\langle1/\tau\rangle$. For $\tau\propto x^{-1/2}$,
\[
\langle\tau\rangle\langle1/\tau\rangle
=\frac{\Gamma(2)\Gamma(3)}{\Gamma(5/2)^2}
=\frac{2}{9\pi/16}=\frac{32}{9\pi}\approx1.132 .
\]
With the same mean mobility as before, the ratio at 2 T is 1.081. In a strongly degenerate gas $-f_0'$ selects the Fermi energy, so to leading order in temperature one $\tau$ remains and this effect disappears.

\section{Requested revision}

The disc measurement should be kept, but used for a different purpose. Within the constant-$\tau$ model, a ratio of 2.44 at 2 T yields $\mu=\sqrt{2.44-1}/(2\ \mathrm T)=0.6\ \mathrm{m^2/(V\,s)}$. Outside that model the disc ratio is $(A+Q)/A$, and the value read from it is not the drift mobility. The model film is nondegenerate, and with $\tau\propto x^{-1/2}$ at the same mean mobility the ratio at 2 T is 2.54, which the formula reads as 0.62; at $\mu B=0.1$ the reading is 0.78. A prediction for the bar needs separate evidence about its contacts, its carrier types, the energy dependence of $\tau$ and the shape of the band: differently oriented anisotropic valleys, as in silicon, act as unequal groups and give the bar a magnetoresistance even for one carrier type and constant $\tau$. The numerical output following this comment lists the model parameters and the main results.

\section*{Table of computed values}
\begin{verbatim}
electron mobility: 0.60 m^2/(V s)
electron density: 1.00e+22 m^-3
effective mass: 0.10 electron masses
film thickness: 2.00 micrometre
temperature: 300 K
magnetic field: 2.00 T
relaxation time: 0.3411 ps
mu B: 1.200 (dimensionless)
cyclotron energy: 2.315 meV
thermal energy kT: 25.852 meV
zero-field resistivity: 1.04025e-03 ohm m
zero-field sheet resistance: 520.13 ohm
bar width: 100.0 micrometre
bar current: 0.100 mA
bar longitudinal field E_x: 520.13 V/m
bar Hall field E_y: -624.15 V/m
Hall voltage magnitude: 62.415 mV
drift speed: 312.08 m/s
rms thermal speed: 3.693e+05 m/s
bulk rho_xx(B)/rho_xx(0): 1.000000
inner-probe resistance ratio, L/W=5: 1.0000
computed Hall voltage/(sheet R times I): 1.1994
two-terminal R(B)/R(0), L/W=0.2: 2.1802
two-terminal R(B)/R(0), L/W=1: 1.5623
two-terminal R(B)/R(0), L/W=5: 1.1192
two-terminal R(B)/R(0), L/W=10: 1.0596
square-plate formula: 1.5620
end contribution / sheet R, L/W=5: 0.5961
end contribution / sheet R, L/W=10: 0.5962
product R(5)R(0.2)/sheet R^2: 2.4401
Corbino inner radius: 100.0 micrometre
Corbino outer radius: 500.0 micrometre
Corbino R at 0 T, computed: 133.18 ohm
Corbino R at 0 T, formula: 133.23 ohm
Corbino R at 2 T, computed: 324.96 ohm
Corbino R at 2 T, formula: 325.08 ohm
Corbino ratio at 1 T: 1.3600
Corbino ratio at 2 T: 2.4400
Corbino J_phi/J_r at 2 T: 1.1999
added hole mobility: 0.10 m^2/(V s)
added hole density: 5.00e+21 m^-3
electron-hole bar resistivity ratio at 2 T: 1.1380
energy-dependent tau bar ratio at 2 T: 1.0807
energy-dependent tau ratio at mu B=200: 1.13176
energy-dependent tau high-field limit: 1.13177
\end{verbatim}
